# String tension between fractional charges in the massive Schwinger model: a program that tests the result

```python
# Result under test: in 1+1 dimensional QED with a light fermion (mass m, charge e)
# the string tension between static probes +q e and -q e is, at theta = 0,
#     sigma = m Sigma (1 - cos 2 pi q) - (m Sigma)^2 A (1 - cos 4 pi q)/4 + ...
# with mu = e/sqrt(pi), Sigma = exp(gamma) mu/(2 pi),
#     A = integral d^2x [1 - exp(-2 K0(mu r))];
# for a heavy fermion sigma = (e^2/2) min_n (q-n)^2.
# Units: hbar = c = e = 1, so masses are in e, lengths in 1/e, tensions in e^2.
import numpy as np
from scipy.integrate import quad
from scipy.linalg import solveh_banded
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh
from scipy.special import k0

pi = np.pi
mu = 1 / np.sqrt(pi)
Sigma = np.exp(np.euler_gamma) * mu / (2 * pi)
A = 2 * pi / mu**2 * quad(lambda r: r * (1 - np.exp(-2 * k0(r))), 0, 40,
                          limit=300)[0]


def first_order(m, q, theta=0.0):
    return m * Sigma * (np.cos(theta) - np.cos(theta + 2 * pi * q))


def second_order(m, q):
    return -(m * Sigma)**2 * A / 4 * (1 - np.cos(4 * pi * q))


def heavy(q):
    return 0.5 * min((q - n)**2 for n in range(-3, 4))


print("mu = %.6f e" % mu)
print("Sigma = %.6f e" % Sigma)
print("A mu^2 = %.4f (dimensionless)" % (A * mu**2))

# ---- Classical response of the massless theory to two probes, on a grid ----


def probe_response(q, R, half_box=40.0, dx=0.01):
    """Return the screened energy and integral of 1-cos(2 sqrt(pi) phi)."""
    count = int(round(2 * half_box / dx))
    x = -half_box + (np.arange(count) + 0.5) * dx
    source = np.sqrt(pi) * q * (np.abs(x) < R / 2)
    band = np.zeros((2, count))
    band[0, 1:] = -1 / dx**2
    band[1] = 2 / dx**2 + mu**2
    phi = solveh_banded(band, -mu**2 * source)
    slope = np.diff(np.concatenate(([0.0], phi, [0.0]))) / dx
    energy = 0.5 * dx * (np.sum(slope**2) + mu**2 * np.sum((phi + source)**2))
    return energy, dx * np.sum(1 - np.cos(2 * np.sqrt(pi) * phi))


for q in (0.25, 0.4, 1.0):
    for R in (2.0, 20.0):
        expected = q**2 * (1 - np.exp(-mu * R)) / (2 * mu)
        assert abs(probe_response(q, R)[0] / expected - 1) < 5e-3
    growth = (probe_response(q, 30.0)[1] - probe_response(q, 20.0)[1]) / 10
    assert abs(growth - (1 - np.cos(2 * pi * q))) < 2e-3
    print("q=%.2f: grid slope of V1/(m Sigma) = %.4f, 1-cos(2 pi q) = %.4f"
          % (q, growth, 1 - np.cos(2 * pi * q)))
print("Massless screened energy, q=0.25, R=2/e: %.5f e"
      % probe_response(0.25, 2.0)[0])
print("Its limit q^2 e^2/(2 mu) at large R: %.5f e" % (0.25**2 / (2 * mu)))

# ---- Finite circle: condensate factor and second-order integral ----
L = 4.0
image_sum = sum(k0(n * mu * L) for n in range(1, 40))
Sigma_L = Sigma * np.exp(-2 * image_sum)
cut = 20000
modes = 2 * pi * np.arange(-cut, cut + 1) / L
mode_sum = np.sum(1 / (2 * L * np.sqrt(modes**2 + mu**2)))
mode_integral = np.arcsinh(2 * pi * (cut + 0.5) / (L * mu)) / (2 * pi)
assert abs(mode_sum - mode_integral - image_sum / pi) < 1e-7

nodes_t, weights_t = np.polynomial.legendre.leggauss(240)
nodes_x, weights_x = np.polynomial.legendre.leggauss(60)
t_max = 30 / mu
t = (nodes_t + 1) * t_max / 2
x = (nodes_x + 1) * L / 4
propagator = np.zeros((t.size, x.size))
for n in range(-18, 19):
    propagator += k0(mu * np.hypot(t[:, None], x[None, :] + n * L))
A_L = 4 * (t_max / 2) * (L / 4) * (
    weights_t @ (1 - np.exp(-2 * propagator)) @ weights_x)
print("Circle eL = %.1f: Sigma_L = %.6f e, A_L = %.4f /e^2"
      % (L, Sigma_L, A_L))

# ---- Original fermion theory: staggered lattice gauge Hamiltonian ----
# Electric fields F_n obey F_n - F_(n-1) = occupation_n - 1/2, and hopping
# across link n changes F_n by one unit. Constant hopping phases are absorbed
# in the link variables. The background field is alpha = theta/(2 pi).


class Lattice:
    def __init__(self, sites, k_max=4):
        self.a = L / sites
        codes = np.arange(2**sites)
        bits = (codes[:, None] >> np.arange(sites)) & 1
        keep = bits.sum(axis=1) == sites // 2
        codes, bits = codes[keep], bits[keep]
        rank = np.full(2**sites, -1)
        rank[codes] = np.arange(codes.size)
        width = 2 * k_max + 1
        shifts = np.arange(-k_max, k_max + 1)
        heights = np.cumsum(bits - 0.5, axis=1)
        self.field = (heights[:, None, :] + shifts[None, :, None]
                      + 0.25).reshape(-1, sites)
        signs = (-1.0)**np.arange(sites)
        self.staggered = np.repeat(bits @ signs, width)
        rows, cols = [], []
        for n in range(sites):
            right = (n + 1) % sites
            movable = (bits[:, n] == 0) & (bits[:, right] == 1)
            old = np.nonzero(movable)[0]
            new = rank[codes[movable] + 2**n - 2**right]
            step = 1 if n == sites - 1 else 0
            k_index = np.arange(width - step)
            cols.append((old[:, None] * width + k_index).ravel())
            rows.append((new[:, None] * width + k_index + step).ravel())
        rows, cols = np.concatenate(rows), np.concatenate(cols)
        size = self.staggered.size
        hop = coo_matrix((np.ones(rows.size), (rows, cols)),
                         shape=(size, size)).tocsr()
        self.kinetic = -(hop + hop.T) / (2 * self.a)

    def energy(self, m, alpha):
        diagonal = (0.5 * self.a * np.sum((self.field + alpha)**2, axis=1)
                    + m * self.staggered)
        H = (self.kinetic + diags(diagonal)).tocsr()
        return eigsh(H, k=1, which="SA", v0=np.ones(diagonal.size),
                     return_eigenvectors=False)[0]


m_step = 0.02
charges = (0.2, 1 / 3)
site_counts = (8, 10, 12, 14)
data = {q: [] for q in charges}
for sites in site_counts:
    lattice = Lattice(sites)
    base = [lattice.energy(m, 0.0) for m in (-m_step, 0.0, m_step)]
    for q in charges:
        minus, zero, plus = [
            (lattice.energy(m, q) - e0) / L
            for m, e0 in zip((-m_step, 0.0, m_step), base)]
        data[q].append((zero, (plus - minus) / (2 * m_step),
                        (plus + minus - 2 * zero) / (2 * m_step**2)))
    if sites == 12:
        heavy_mass = 5.0
        heavy_base = lattice.energy(heavy_mass, 0.0)
        heavy_lattice = {q: (lattice.energy(heavy_mass, q) - heavy_base) / L
                         for q in (0.3, 0.7)}

spacing_squared = (L / np.array(site_counts))**2
print("Lattice tension = s0 + s1 m + s2 m^2 on the circle:")
checks = []
for q in charges:
    values = np.array(data[q])
    for sites, row in zip(site_counts, values):
        print(" q=%.4f N=%2d: s0=%.6f e^2, s1=%.5f e, s2=%.5f"
              % (q, sites, *row))
    limit = [np.polyfit(spacing_squared, values[:, j], 2)[-1]
             for j in range(3)]
    s1 = Sigma_L * (1 - np.cos(2 * pi * q))
    s2 = -Sigma_L**2 * A_L / 4 * (1 - np.cos(4 * pi * q))
    print(" q=%.4f a->0: s0=%.6f e^2, s1=%.5f e, s2=%.5f" % (q, *limit))
    print(" q=%.4f formula: s0=0 e^2, s1=%.5f e, s2=%.5f" % (q, s1, s2))
    checks.append((limit, s1, s2))
for q, value in heavy_lattice.items():
    print("Heavy m=%.0fe, q=%.1f: lattice %.5f e^2, classical %.5f e^2"
          % (heavy_mass, q, value, heavy(q)))

# Tolerances cover the remaining error of the extrapolation in the spacing.
for limit, s1, s2 in checks:
    assert abs(limit[0]) < 1e-3
    assert abs(limit[1] / s1 - 1) < 0.02
    assert abs(limit[2] / s2 - 1) < 0.05
for q, value in heavy_lattice.items():
    assert abs(value / heavy(q) - 1) < 0.01

# ---- Worked example on the infinite line ----
m = 0.02
print("Example: m = %.2f e, m Sigma = %.6f e^2" % (m, m * Sigma))
for q in (0.1, 0.25, 0.5, 0.75, 1.0):
    one, two = first_order(m, q), second_order(m, q)
    print(" q=%.2f: first %.6f, second %.6f, sum %.6f; heavy %.5f (e^2)"
          % (q, one, two + 0.0, one + two, heavy(q)))
print("theta=0.6 pi, q=0.6: first-order tension %.6f e^2"
      % first_order(m, 0.6, 0.6 * pi))
print("OK")
```

It prints:

```
mu = 0.564190 e
Sigma = 0.159929 e
A mu^2 = 8.9139 (dimensionless)
q=0.25: grid slope of V1/(m Sigma) = 1.0000, 1-cos(2 pi q) = 1.0000
q=0.40: grid slope of V1/(m Sigma) = 1.8090, 1-cos(2 pi q) = 1.8090
q=1.00: grid slope of V1/(m Sigma) = -0.0002, 1-cos(2 pi q) = 0.0000
Massless screened energy, q=0.25, R=2/e: 0.03747 e
Its limit q^2 e^2/(2 mu) at large R: 0.05539 e
Circle eL = 4.0: Sigma_L = 0.133513 e, A_L = 22.7370 /e^2
Lattice tension = s0 + s1 m + s2 m^2 on the circle:
 q=0.2000 N= 8: s0=0.000015 e^2, s1=0.09273 e, s2=-0.18429
 q=0.2000 N=10: s0=0.000006 e^2, s1=0.09254 e, s2=-0.18373
 q=0.2000 N=12: s0=0.000003 e^2, s1=0.09245 e, s2=-0.18346
 q=0.2000 N=14: s0=0.000001 e^2, s1=0.09239 e, s2=-0.18331
 q=0.2000 a->0: s0=0.000001 e^2, s1=0.09224 e, s2=-0.18293
 q=0.2000 formula: s0=0 e^2, s1=0.09226 e, s2=-0.18330
 q=0.3333 N= 8: s0=0.000012 e^2, s1=0.20117 e, s2=-0.15285
 q=0.3333 N=10: s0=0.000005 e^2, s1=0.20072 e, s2=-0.15241
 q=0.3333 N=12: s0=0.000002 e^2, s1=0.20049 e, s2=-0.15219
 q=0.3333 N=14: s0=0.000001 e^2, s1=0.20037 e, s2=-0.15207
 q=0.3333 a->0: s0=0.000000 e^2, s1=0.20004 e, s2=-0.15176
 q=0.3333 formula: s0=0 e^2, s1=0.20027 e, s2=-0.15199
Heavy m=5e, q=0.3: lattice 0.04495 e^2, classical 0.04500 e^2
Heavy m=5e, q=0.7: lattice 0.04495 e^2, classical 0.04500 e^2
Example: m = 0.02 e, m Sigma = 0.003199 e^2
 q=0.10: first 0.000611, second -0.000049, sum 0.000561; heavy 0.00500 (e^2)
 q=0.25: first 0.003199, second -0.000143, sum 0.003055; heavy 0.03125 (e^2)
 q=0.50: first 0.006397, second 0.000000, sum 0.006397; heavy 0.12500 (e^2)
 q=0.75: first 0.003199, second -0.000143, sum 0.003055; heavy 0.03125 (e^2)
 q=1.00: first 0.000000, second 0.000000, sum 0.000000; heavy 0.00000 (e^2)
theta=0.6 pi, q=0.6: first-order tension -0.003576 e^2
OK
```
